# Dependence of sum-method multiplet energies on the choice of determinants, part 1

(Sections cited here and not found follow in the second part.)

**Question: does the choice of determinants matter in the Ziegler-Rauk-Baerends sum method?**

I want multiplet energies for open shells from density-functional calculations. In the sum method one writes the energy of each single determinant as a weighted sum of term energies and solves the linear system. For $p^2$ I count three terms and for $d^2$ five, but many more determinants than that, with either complex or real orbitals. How do I get the weights? Is it guaranteed that every invertible subset of determinants gives the same multiplets? Does the answer depend on whether the determinant energies come from Hartree-Fock integrals or from LDA or a GGA?

**Answer**

With Hartree-Fock (HF) integrals and one common radial function the guarantee holds. With LDA or a GGA it does not. For $d^2$ with LDA two subsets can be shown to disagree without any numerical work; for a GGA the disagreement is shown below numerically, with PBE.

The setting is two electrons in one open shell $l^2$ outside frozen spherical closed shells, a non-relativistic Hamiltonian without spin-orbit coupling, and orbitals $R(r)Y_{lm}$ with the same $R$ in every determinant. I write $|1^+\bar1^-|$ for $m=1$ spin up and $m=-1$ spin down. Algebra is in atomic units and energies are quoted in eV.

**The sum rule**

Inside the $l^2$ space the Hamiltonian is a constant, plus a spherical spin-free one-electron operator (kinetic, nuclear, and the Coulomb and exchange field of the core), plus $1/r_{12}$. It commutes with $\mathbf L$ and $\mathbf S$, so it connects only states of equal $L,S,M_L,M_S$, with matrix elements independent of $M_L,M_S$. Each term $T$ occurs once in $l^2$, so each block is one number $E_T$, and $H=\sum_T E_TP_T$ with $P_T$ the projector on the term. For any determinant $D$,

$$E(D)=\langle D|H|D\rangle=\sum_T w_{DT}E_T,\qquad w_{DT}=\langle D|P_T|D\rangle,\qquad \sum_T w_{DT}=1 .$$

The HF energy expression of a determinant is this expectation value, so the vector $E^{HF}$ lies in the column space of the matrix $W=(w_{DT})$. Every vector $n$ with $n^TW=0$ then gives $n^TE^{HF}=0$, and every invertible subset returns the same $E_T$. The argument fails if a term is repeated (the two $^2D$ of $d^3$ have an off-diagonal element), if spin-orbit coupling is kept, or if $R$ changes from one determinant to the next.

**Weights**

Let $ab$ stand for the spatial product $a(1)b(2)$. With $\alpha\beta=(t+s)/\sqrt2$ and $\beta\alpha=(t-s)/\sqrt2$, where $t$ and $s$ are the $M_S=0$ triplet and the singlet,

$$|a^+b^-|=\tfrac1{\sqrt2}(ab\,\alpha\beta-ba\,\beta\alpha)=\tfrac12(ab-ba)\,t+\tfrac12(ab+ba)\,s .$$

Expand $|m_1,m_2\rangle=\sum_LC_L|LM\rangle$. The state $|LL\rangle$ has $2l-L+1$ components, and $L_+|LL\rangle=0$ makes neighbouring coefficients alternate in sign, so the first and last, which exchange swaps, differ by $(-1)^{2l-L}=(-1)^L$. The operator $L_-$ commutes with exchange and carries this parity to all $M$. Hence $|m_1^+m_2^-|$ has $w_L=C_L^2$, even $L$ being singlet and odd $L$ triplet, and for $m_1\ne m_2$ each spin carries total weight $\tfrac12$, because $\tfrac12(ab\pm ba)$ has squared norm $\tfrac12$. For parallel spins $|m_1^+m_2^+|=(ab-ba)\alpha\alpha/\sqrt2$ gives $w_L=2C_L^2$ for odd $L$.

Three values of $L$ are found directly.

For $L=2l$, regard $|lm\rangle$ as the normalized symmetric sum of the $\binom{2l}{l+m}$ arrangements of $2l$ spins $\tfrac12$, and $|2l,M\rangle$ as that of $\binom{4l}{2l+M}$ arrangements of $4l$ spins. The product contains $\binom{2l}{l+m_1}\binom{2l}{l+m_2}$ of these arrangements with equal amplitude, so $C_{2l}^2=\binom{2l}{l+m_1}\binom{2l}{l+m_2}/\binom{4l}{2l+M}$.

For $L=0$ the state is $\sum_m(-1)^m|m,-m\rangle/\sqrt{2l+1}$, which $L_+$ annihilates term against term, so $C_0^2=1/(2l+1)$.

For $L=1$, apply the vector operator $\mathbf l_1$ to the $L=0$ state. For $l=2$, $l_{1z}$ gives squared amplitudes $m^2$, with sum 10, so $C_1^2=\tfrac4{10}$ for $|2,-2\rangle$. The operator $l_{1+}$ gives squared amplitudes $6-m(m+1)=4,6,6,4$ on $|2,-1\rangle,|1,0\rangle,|0,1\rangle,|-1,2\rangle$, with sum 20, so $C_1^2=\tfrac15$ and $\tfrac3{10}$ for the first two.

The remaining weight in each spin class follows by subtraction.

For $p^2$ the only odd $L$ is 1, so $|1^+0^+|$ and $|1^+\bar1^+|$ are both pure $^3P$. The binomial formula gives $^1D$ weights $1,\tfrac24,\tfrac46,\tfrac16$ for $|1^+1^-|,|1^+0^-|,|0^+0^-|,|1^+\bar1^-|$, and the last two have $^1S$ weight $\tfrac13$. With real orbitals the $L=0$ state is $(xx+yy+zz)/\sqrt3$. Thus $|x^+x^-|$ is $\tfrac13\,{}^1S+\tfrac23\,{}^1D$, and $|x^+y^-|$ is half triplet and half $^1D$, since $xy+yx$ is orthogonal to the scalar. Because $x,y$ span the same plane as $m=\pm1$, $|x^+y^+|$ equals $|1^+\bar1^+|$ up to a phase.

For $d^2$, writing the term symbol for its energy,

$$|2^+1^+|=|2^+0^+|=F,\quad |2^+\bar1^+|=\tfrac35F+\tfrac25P,\quad |1^+0^+|=\tfrac25F+\tfrac35P,$$
$$|2^+2^-|=G,\quad |2^+1^-|=\tfrac12F+\tfrac12G,\quad |1^+1^-|=\tfrac{16}{28}G+\tfrac37D,$$
$$|2^+0^-|=\tfrac12F+\tfrac6{28}G+\tfrac27D,\quad |0^+0^-|=\tfrac{36}{70}G+\tfrac27D+\tfrac15S,$$
$$|2^+\bar2^-|=\tfrac1{10}F+\tfrac25P+\tfrac1{70}G+\tfrac27D+\tfrac15S .$$

As an example of the subtraction, the $^1D$ weight in the last line is $\tfrac12-\tfrac1{70}-\tfrac15=\tfrac27$ and the $^3F$ weight is $\tfrac12-\tfrac25$.

The real orbitals are $xy\propto|2\rangle-|\bar2\rangle$, $x^2\!-\!y^2\propto|2\rangle+|\bar2\rangle$ (written $x2$) and $xz\propto|\bar1\rangle-|1\rangle$. Since $P_T$ conserves $M_L$, components of different $M_L$ add without cross terms. The determinant $|xy^+xz^+|$ has four components of weight $\tfrac14$ with $M_L=\pm3,\pm1$, giving $F$ weight $\tfrac14(1+\tfrac35+\tfrac35+1)=\tfrac45$ and $P$ weight $\tfrac15$. The determinant $|xy^+x2^+|$ is $|2^+\bar2^+|$, with doubled triplet weights $\tfrac15F+\tfrac45P$. Likewise $|xy^+xz^-|$ is the mean of $|2^+1^-|$ and $|2^+\bar1^-|=\tfrac3{10}F+\tfrac15P+\tfrac4{56}G+\tfrac37D$, which is $\tfrac25F+\tfrac1{10}P+\tfrac27G+\tfrac3{14}D$. In $|xy^+x2^-|$ and $|xy^+xy^-|$ half the weight has $M_L=\pm4$ and is $G$. The other half is the antisymmetric or the symmetric combination of $|2,-2\rangle$ and $|-2,2\rangle$, whose normalized weights are twice the triplet or singlet weights of $|2^+\bar2^-|$. This gives $\tfrac1{10}F+\tfrac25P+\tfrac12G$ and $(\tfrac12+\tfrac1{70})G+\tfrac27D+\tfrac15S$. The second row is that of $|0^+0^-|$.

The set used in the calculation below (complex and real, $M_S=1$ and $0$) has 18 determinants of rank 3 for $p^2$ and 50 of rank 5 for $d^2$, leaving 15 and 45 conditions. Some of these only say that a determinant was listed twice or rotated.

**Hartree-Fock term energies**

Expanding $1/r_{12}$ in multipoles gives $J(m,m')=\sum_kc^k(m,m)c^k(m',m')F^k$ and $K(m,m')=\sum_kc^k(m,m')^2F^k$. Here $F^k=\iint R^2(r_1)R^2(r_2)\,r_<^k\,r_>^{-k-1}r_1^2r_2^2\,dr_1dr_2$ and $c^k(m,m')=\sqrt{4\pi/(2k+1)}\int Y^*_{lm}Y_{k,m-m'}Y_{lm'}d\Omega$. The pair energy is $J$ for opposite and $J-K$ for parallel spins. For $m=m'$, with $u=\cos\theta$, $c^k=2\pi\int_{-1}^1|Y_{lm}|^2P_k(u)\,du$, and the needed moments are $\int u^2P_2=\tfrac4{15}$, $\int u^4P_2=\tfrac8{35}$, $\int u^4P_4=\tfrac{16}{315}$, with $\int u^jP_k=0$ for $j<k$.

For $p$, $|Y_{10}|^2=\tfrac3{4\pi}u^2$ gives $c^2(0,0)=\tfrac32\cdot\tfrac4{15}=\tfrac25$, and $|Y_{1\pm1}|^2=\tfrac3{8\pi}(1-u^2)$ gives $-\tfrac34\cdot\tfrac4{15}=-\tfrac15$. With $F_2=F^2/25$, $|1^+1^-|$ gives $D=F^0+F_2$. Then $J(1,0)=F^0-2F_2=\tfrac12(P+D)$ gives $P=F^0-5F_2$, and $J(0,0)=F^0+4F_2=\tfrac23D+\tfrac13S$ gives $S=F^0+10F_2$.

The redundant rows can be checked by hand. For $|1^+\bar1^-|$ the weights give $F^0+(-\tfrac52+\tfrac16+\tfrac{10}3)F_2=F^0+F_2=J(1,-1)$. For the triplets, the harmonics $Y_{1\pm1}=\mp\sqrt{3/8\pi}\sin\theta\,e^{\pm i\phi}$, $Y_{21}=-\sqrt{15/8\pi}\sin\theta\cos\theta\,e^{i\phi}$ and $Y_{22}=\sqrt{15/32\pi}\sin^2\theta\,e^{2i\phi}$ give

$$c^2(1,0)=\frac{3\sqrt3}{8\pi}\int\sin^2\theta\cos^2\theta\,d\Omega=\frac{3\sqrt3}{8\pi}\frac{8\pi}{15}=\frac{\sqrt3}5,$$
$$c^2(1,-1)=-\frac3{8\pi}\sqrt{\frac38}\int\sin^4\theta\,d\Omega=-\frac3{8\pi}\sqrt{\frac38}\,\frac{32\pi}{15}=-\frac{\sqrt6}5 .$$

So $K(1,0)=3F_2$ and $K(1,-1)=6F_2$, and the two triplets have $F^0+(-2-3)F_2$ and $F^0+(1-6)F_2$, both equal to $P$.

For $d$, $2\pi|Y_{2m}|^2$ is $\tfrac{15}{16}(1-2u^2+u^4)$, $\tfrac{15}4(u^2-u^4)$ and $\tfrac58(9u^4-6u^2+1)$ for $|m|=2,1,0$. The moments give $c^2=\tfrac{15}{16}(-\tfrac8{15}+\tfrac8{35})=-\tfrac27$, $\tfrac{15}4(\tfrac4{15}-\tfrac8{35})=\tfrac17$, $\tfrac58(\tfrac{72}{35}-\tfrac{24}{15})=\tfrac27$, and $c^4=\tfrac1{21},-\tfrac4{21},\tfrac6{21}$. With $F_2=F^2/49$, $F_4=F^4/441$, and $F^0$ understood, five opposite-spin rows suffice:

- $G=J(2,2)=4F_2+F_4$.
- $F=2J(2,1)-G=2(-2F_2-4F_4)-G=-8F_2-9F_4$.
- $D=\tfrac72[J(2,0)-\tfrac12F-\tfrac3{14}G]$ with $J(2,0)=-4F_2+6F_4$; the bracket is $-\tfrac67F_2+\tfrac{72}7F_4$, so $D=-3F_2+36F_4$.
- $S=5[J(0,0)-\tfrac{18}{35}G-\tfrac27D]$ with $J(0,0)=4F_2+36F_4$; the bracket is $\tfrac{98}{35}F_2+\tfrac{882}{35}F_4$, so $S=14F_2+126F_4$.
- $P=\tfrac52[J(2,-2)-\tfrac1{10}F-\tfrac1{70}G-\tfrac27D-\tfrac15S]$ with $J(2,-2)=4F_2+F_4$; the bracket is $\tfrac{14}5F_2-\tfrac{168}5F_4$, so $P=7F_2-84F_4$.

In particular $P-F=15F_2-75F_4$.

**Where the density-functional energy departs**

On the same orbitals, $E^{DFT}$ and $E^{HF}$ share the one-electron energy and the Hartree energy $E_H$, so $E^{DFT}=E^{HF}+(E_{xc}-E_x^{HF})$ and

$$n^TE^{DFT}=n^T(E_{xc}-E_x^{HF}).$$

$E_{xc}[\rho_\uparrow,\rho_\downarrow]$ is not the expectation value of a fixed operator, so the sum-rule argument does not apply to it. The right side vanishes by symmetry when $n$ compares two determinants of equal weights whose spin densities are rotated, reflected or spin-flipped copies of each other. It also vanishes when $n$ is a combination of differences between determinants with identical spin densities, such as $|2^+2^-|-|2^+\bar2^-|-|1^+1^-|+|1^+\bar1^-|-\tfrac32|2^+1^-|+\tfrac32|2^+\bar1^-|$ in $d^2$, which has $n^TW=0$ although the weights differ within each pair. For a general $n$ it need not vanish, as the examples below show. For a global hybrid with fraction $a$ of exact exchange, substituting $E_{xc}=aE_x^{HF}+(1-a)E_x^{sl}+E_c$, with $E_x^{sl}$ the semilocal exchange, gives $(1-a)\,n^T(E_x^{sl}-E_x^{HF})+n^TE_c$.

The two $^3P$ determinants show what has to cancel. The Hartree energy of the two open-shell electrons, self-repulsion included, is $\tfrac12[J(a,a)+J(b,b)+2J(a,b)]=\tfrac12\sum_kq_k^2F^k$ with $q_k=c^k(a,a)+c^k(b,b)$; the core parts are common. For $|1^+\bar1^+|$, $q_2=-\tfrac25$, and for $|1^+0^+|$, $q_2=\tfrac15$, so $\Delta E_H=\tfrac12(4-1)F_2=\tfrac32F_2$. Exact exchange is $-\tfrac12[J(a,a)+J(b,b)]-K(a,b)$, which is $-F^0-7F_2$ and $-F^0-\tfrac{11}2F_2$, so $\Delta E_x^{HF}=-\tfrac32F_2$. The two densities are different shapes, not rotated copies, and the functional would have to reproduce $-\tfrac32F_2$ exactly.

**$p^2$: the N$^+$ ion**

The orbitals come from a spin-restricted spherical LDA calculation (Slater exchange, VWN correlation, occupation $\tfrac23$ per $2p$ orbital) in the $s$ and $p$ functions of cc-pVTZ, and are frozen for all three energy expressions. They give $F^0=19.674$ eV and $F_2=0.3582$ eV. The digits below belong to this basis: with the $s$ and $p$ functions of cc-pVQZ or aug-cc-pV5Z, $F^0$ rises by about 0.02 eV, $F_2$ moves by up to 0.0003 eV, the table entries by up to 0.003 eV and the $^1S$ route values by up to 0.007 eV. Energies are relative to $|x^+y^+|$.

| determinant | $w(P,D,S)$ | HF | LDA | PBE |
|---|---|---|---|---|
| $x^+y^+$, $1^+\bar1^+$ | 1, 0, 0 | 0 | 0 | 0 |
| $1^+0^+$ | 1, 0, 0 | 0 | −0.0125 | 0.1227 |
| $x^+y^-$ | 1/2, 1/2, 0 | 1.0746 | 0.9803 | 0.6621 |
| $1^+0^-$ | 1/2, 1/2, 0 | 1.0746 | 1.0162 | 0.8444 |
| $1^+1^-$ | 0, 1, 0 | 2.1492 | 1.9502 | 2.0797 |
| $1^+\bar1^-$ | 1/2, 1/6, 1/3 | 2.1492 | 1.9502 | 2.0797 |
| $x^+x^-$, $0^+0^-$ | 0, 2/3, 1/3 | 3.2239 | 2.8234 | 2.7371 |

Rows with equal weights agree in HF and disagree in LDA and PBE, except where the densities are copies. The Hartree difference is $1.5\times0.3582=0.5373$ eV. LDA supplies $-0.5249$ eV against it and PBE $-0.6600$ eV, leaving $+0.012$ and $-0.123$ eV for $E|1^+\bar1^+|-E|1^+0^+|$. The rows $|1^+1^-|$ and $|1^+\bar1^-|$ have different weights but the same spin densities; they coincide in HF as well, because an opposite-spin pair energy is $J$, which depends on the densities only.

Three routes, with PBE numbers:

- R ($x^+y^+,x^+y^-,x^+x^-$): $P=0$, $D=2(0.6621)=1.324$, $S=3(2.7371)-2(1.3242)=5.563$.
- C1 ($1^+0^+,1^+1^-,0^+0^-$): $P=0.1227$, $D=2.0797$, $S=3(2.7371)-2(2.0797)=4.052$, so $D-P=1.957$ and $S-P=3.929$.
- C2 ($1^+\bar1^+,1^+0^-,1^+\bar1^-$): $P=0$, $D=2(0.8444)=1.689$, $S=3(2.0797)-\tfrac12(1.6888)=5.395$.

The same formulas with LDA give $D-P=1.96,\,1.96,\,2.03$ eV and $S-P=4.55,\,4.58,\,4.83$ eV. HF gives $6F_2=2.15$ eV and $15F_2=5.37$ eV on every route. Over these three routes PBE spreads more than LDA, by 1.63 eV in $^1S$ against 0.28 to 0.29 eV, depending on the basis; these figures are not bounds on the spread over all invertible subsets. A least-squares fit to all 18 determinants does not remove the problem, since its largest residual is 0.078 eV (LDA) and 0.26 eV (PBE), while in HF it is at rounding level. Consistency is not accuracy: the measured levels lie at roughly 1.9 and 4 eV, so frozen-orbital HF places $^1S$ too high on all routes alike.

With Hartree-Fock integrals and one common radial function, every invertible subset of determinants gives the same multiplets, while for N$^+$ the LDA and PBE results depend on the subset. What remains is the exact LDA disagreement for $d^2$, numerical results for a model $d^2$ shell, and the effect of relaxing the HF orbitals separately for each determinant.
